How sheath voltage narrows the incidence angles of ions

A calculation of how ions strike the floor and sidewalls of an etched trench needs an impact angle for each ion. One must decide whether to draw that angle from a single distribution set by the mean sheath voltage, or to follow the ion energy through the radio-frequency cycle. The first choice is cheaper. Whether it is adequate depends on how the angular width responds to voltage, and a planar sheath without collisions is simple enough to show this. The answer applies only where the ion mean free path is much longer than the sheath is wide; collisions would broaden the angles in ways not treated here.

**The model and its conserved quantity**

Let z measure depth into the sheath, from its edge at z = 0 to the wall at z = s. Singly charged positive ions of mass M enter at z = 0 and are pulled towards the wall. There is no magnetic field, no ion collides inside the sheath, and the potential depends on z and possibly on time, but not on position along the wall. The potential drop V is counted positive. Temperatures are given as energies.

The force is minus the gradient of the potential energy. Since the potential does not vary along the wall, the transverse force is zero:

M dv⊥/dt = 0.

The transverse velocity v⊥ is therefore the same at the wall as at the edge, even if the normal field oscillates. The sheath does not cool the transverse motion. It makes the normal motion faster, and the ratio of the two speeds falls.

The velocity on entry has to be specified. The normal entry speed is taken as the Bohm speed √(T_e/M), where T_e is the electron temperature, so the entry energy is

E_s = (M/2)(T_e/M) = T_e/2.

Each of the two transverse velocity components has a Gaussian distribution of variance T_i/M. The transverse temperature T_i is assumed not to depend on the sheath voltage. This is a statement about the plasma outside the sheath and does not follow from the conservation law. If a change of operating conditions raised T_i in proportion to the impact energy, the formulas below would give no narrowing.

**A steady voltage**

For a steady drop V, energy conservation gives the normal impact energy

E_n = M v_z²/2 = E_s + eV.

Hence v_z = √[2(E_s + eV)/M], which grows as √V once eV is much larger than E_s.

Let θ be the angle from the wall normal, so that tan θ = v⊥/v_z, with v⊥ now the transverse speed. Adding the variances of the two components gives ⟨v⊥²⟩ = 2T_i/M. Dividing by v_z² = 2E_n/M gives

⟨tan² θ⟩ = T_i/E_n,

rms tan θ = √[T_i/(E_s + eV)].

The factors of 2 cancel for different reasons: the upper one counts two transverse directions, and the lower one comes from the definition of kinetic energy. Averages are taken per arriving ion. All ions here have the same normal speed, so counting arrivals does not reweight the transverse distribution.

The whole distribution follows as well. The speed of a two-component Gaussian velocity has probability density (M v⊥/T_i) exp(−M v⊥²/2T_i). The tangent exceeds a when v⊥ exceeds a v_z, so

P(tan θ > a) = ∫ from a v_z to ∞ of (M v⊥/T_i) exp(−M v⊥²/2T_i) dv⊥
= exp(−M a² v_z²/2T_i)
= exp(−E_n a²/T_i).

Setting this equal to 1/2 gives the median tangent √(T_i ln 2/E_n). For a steady voltage, the median and the rms value have the same voltage dependence.

The inverse-root law is a high-voltage limit. Taking the logarithm of the rms tangent and differentiating gives the local exponent

d ln(rms tan θ)/d ln V = −(1/2) eV/(E_s + eV).

Take T_e = 3 eV, hence E_s = 1.5 eV, and T_i = 0.05 eV. The exponent is −0.286 at 2 V and −0.493 at 100 V. At a few volts the entry energy still matters; at 100 V it is a small correction.

For an ion mass of 40 u, the rms transverse speed is 491 m/s. At 100 V the normal speed is 22.1 km/s, and

rms tan θ = √(0.05/101.5) = 0.0222, or 1.27°.

At 400 V the normal speed is 44.0 km/s, and

rms tan θ = √(0.05/401.5) = 0.0112, or 0.64°.

The transverse speed is the same in both cases. Quadrupling the voltage narrows the distribution by a factor √(401.5/101.5) = 1.989, just short of 2 because of the entry energy.

**What an oscillating voltage changes**

Now let V(t) = V₀ + V₁ sin ωt, with V₁ < V₀, and let ions enter at a constant rate. Ions entering at different phases reach the wall with different E_n. Their transverse velocities are independent of entry phase and do not affect the normal motion, so the average factorizes:

⟨tan² θ⟩ = ⟨v⊥²⟩⟨1/v_z²⟩ = (2T_i/M)(M/2)⟨1/E_n⟩ = T_i⟨1/E_n⟩.

The mean inverse energy matters, not the inverse of the mean energy. Let Ē = ⟨E_n⟩. Since (E_n − Ē)²/(E_n Ē²) cannot be negative, expanding the square gives

1/E_n ≥ 2/Ē − E_n/Ē².

Averaging gives ⟨1/E_n⟩ ≥ 1/Ē. At a given mean energy, an energy spread broadens the angular distribution, because slow ions add more to the mean square than fast ones remove.

To find the energies, a potential shape is needed. The model takes −V(t)(z/s)^(4/3), with s held fixed. The force towards the wall is then

F(z,t) = (4eV(t)/3s)(z/s)^(1/3),

and the work done along the ion's path gives

E_n = E_s + ∫₀ˢ F(z,t(z)) dz,

where t(z) is the time at which the ion passes depth z. If the voltage changes during the crossing, the result depends on the whole path.

**Many periods during one crossing**

At high frequency the steady part of the force contributes eV₀, whatever the timing. The oscillating part contributes

δE = ∫₀ˢ F₁(z) sin ωt dz, F₁(z) = (4eV₁/3s)(z/s)^(1/3).

To leading order t may be taken from the motion in the mean field, with speed v(t). The force F₁ vanishes at the entry, growing only as t^(1/3), so the lasting velocity change it causes, and with it the time displacement, scale as ω^(−4/3). The resulting phase error tends to zero, but only as ω^(−1/3); at 60 MHz in the example below it is still some tenths of a radian. This shifts the mean energy slightly, from 401.5 to about 405 eV, but leaves the width almost unchanged, because the arrival phases still cover the whole cycle. Writing dz = v dt and integrating by parts,

δE = −[F₁ v cos ωt/ω] + (1/ω)∫ [d(F₁v)/dt] cos ωt dt,

with the bracket taken between entry and wall. Its entry value is zero. The last integral tends to zero at high frequency, because its rapidly changing cosine multiplies an integrable function. What remains at order 1/ω is the wall term

δE ≈ −F₁(s) v_w cos(ωt_w)/ω,

where t_w is the arrival time and v_w = √[2(E_s + eV₀)/M] is the mean-field impact speed. The cosine runs from −1 to 1, so the full energy width is

ΔE = 2F₁(s)v_w/ω = 8eV₁v_w/(3ωs).

As ω grows this width vanishes, E_n tends to E_s + eV₀, and the steady formula applies with V = V₀.

Take s = 3 mm, which for argon ions is collisionless only at pressures well below 1 Pa, and a minimum voltage V₀ − V₁ = 15 V. At V₀ = 400 V, V₁ = 385 V. For 60 MHz, ω = 3.77 × 10⁸ s⁻¹, and

ΔE = 8 × 385 × 44,010/(3 × 3.77 × 10⁸ × 0.003) eV ≈ 40 eV.

This is about a tenth of the mean impact energy. It barely changes the rms angle. The energies stay within about 5% of E_s + eV₀, which alters the tangent of any one ion by less than 3%, and the gains and losses partly cancel in the average of 1/E_n.

**One crossing during a small part of a period**

In the opposite limit the voltage hardly changes while an ion crosses. Each ion obeys the steady energy law at its own phase φ:

E_n = A + B sin φ, A = E_s + eV₀, B = eV₁.

The crossing delay is negligible, so constant entry means uniform arrival phases. The required average is

⟨1/E_n⟩ = (1/2π)∫ dφ/(A + B sin φ), over one period.

Put u = tan(φ/2). Then sin φ = 2u/(1 + u²) and dφ = 2du/(1 + u²), and the integral over the period becomes

∫ 2du/[A(1 + u²) + 2Bu]
= (2/A)∫ du/[(u + B/A)² + 1 − B²/A²]
= 2π/√(A² − B²),

with u running from −∞ to ∞. The last step uses ∫ du/(u² + c²) = π/c. Therefore

⟨tan² θ⟩ = T_i/√(A² − B²) = T_i/√(E_min E_max),

where E_min = A − B and E_max = A + B are the lowest and highest impact energies. The effective energy is their geometric mean, not their arithmetic mean.

Suppose the mean voltage is raised while the minimum voltage stays fixed. Then E_min is constant and E_max grows in proportion to V₀ at high voltage. The mean-square tangent falls as V₀^(−1/2), and the rms tangent only as V₀^(−1/4).

The voltage waveform shows why. Near its minimum, at a phase distance ψ, the energy is approximately E_min + eV₁ψ²/2. It stays comparable with E_min over a phase interval proportional to √(E_min/eV₁). As V₁ rises, fewer ions arrive in this interval, but each still contributes an amount comparable with T_i/E_min to the mean square. Their shrinking number sets the slower law.

At mean voltages of 100 and 400 V, the energy ranges are 16.5 to 186.5 eV and 16.5 to 786.5 eV. The rms tangents are

√[0.05/√(16.5 × 186.5)] = 0.0300,

√[0.05/√(16.5 × 786.5)] = 0.02095.

The narrowing factor is 1.43, compared with 1.99 for the steady sheath.

The typical ion behaves differently. Averaging the steady distribution over phase gives

P(tan θ > a) = exp(−Aa²/T_i) I₀(Ba²/T_i),

where I₀(x) = (1/2π)∫ exp(−x sin φ) dφ over one period is a modified Bessel function. Define x = eV₀a²/T_i. At high voltage with a fixed minimum, A and B both approach eV₀, and the median condition becomes

exp(−x) I₀(x) = 1/2.

The left side is the phase average of exp[−x(1 + sin φ)], which decreases steadily with x, so one fixed number x solves the equation. The median tangent therefore varies as V₀^(−1/2). Solving the full condition numerically gives medians of 0.0199 at 100 V and 0.0103 at 400 V, a factor of 1.93. The centre of the distribution narrows almost as in the steady case, while the tail holds up the rms value.

The slow rms law also depends on how the waveform is changed. If V₁/V₀ = r is held fixed below one, then at high voltage √(A² − B²) approaches eV₀√(1 − r²), and the rms tangent again falls as V₀^(−1/2). The weaker exponent belongs to a fixed minimum voltage, not to low frequency alone.

**Between the limits**

Neglecting the entry speed, the mean-field speed is v_w(z/s)^(2/3), and the crossing time is

τ = ∫₀ˢ dz/[v_w(z/s)^(2/3)] = 3s/v_w.

This is about 0.4 μs at 100 V and 0.2 μs at 400 V; the entry speed shortens them to about 0.29 and 0.16 μs. At 2 MHz the period is 0.5 μs, so neither limit applies.

The energies can then be found by integrating dt/dz = 1/v_z and dE_n/dz = F(z,t) together. A fourth-order Runge–Kutta integration for 720 equally spaced entry phases, with the 15 V minimum kept, gives these rms tangents at mean voltages of 100 and 400 V:

0.01 MHz: 0.03002 and 0.02094, factor 1.43
2 MHz: 0.02167 and 0.01169, factor 1.85
13.56 MHz: 0.02208 and 0.01155, factor 1.91
60 MHz: 0.02222 and 0.01112, factor 2.00

The 2 MHz result at 100 V lies slightly below the steady value of 0.0222, although its energies spread from 46 to 169 eV. The mean energy there is 125.9 eV, not 101.5 eV. A single energy of 125.9 eV would give √(0.05/125.9) = 0.0199, so the spread does broaden the distribution, but the higher mean more than compensates.

The mean can shift because the time an ion needs to reach a given depth depends on its entry phase. Equally spaced entries then pass that depth at unequally spaced phases, and the voltage they sample need not average to V₀. The shift can have either sign: at 400 V the mean energy is 519.5 eV at 2 MHz and 384.2 eV at 13.56 MHz, compared with E_s + eV₀ = 401.5 eV.

For these parameters, the mean-voltage formula gives the rms tangent at 60 MHz to within 1% of the traced value. At 0.01 MHz and 400 V it gives 0.0112 instead of 0.0209, and phase-resolved energies are needed. These comparisons hold the sheath width fixed, both within the cycle and between voltages. A real sheath edge moves during the cycle, so the intermediate-frequency values belong to this model potential. In a discharge where the width changes with voltage, the crossing time changes too, and the intermediate results must be recalculated.

**When the sheath is not planar**

The conservation law fails if the sheath thickness varies along the wall, as it may near the edge of a wafer. Let x run along the wall, let h be the height above it, and let the local thickness be s(x) = s₀ + αx, with small slope α. Take the steady potential

Φ = −V y^(4/3), y = 1 − h/s(x).

It is zero at the sheath edge and −V at the wall. Since ∂y/∂x = hα/s², the transverse force is

F_x = −e ∂Φ/∂x = (4eV/3) y^(1/3) hα/s².

It points towards the thicker side. To first order in α, set s = s₀ and h = s₀(1 − y). An ion entering along the wall normal crosses dy in time dt = s₀dy/v, so its transverse momentum at the wall is

M v_x = (4eVα/3)∫₀¹ y^(1/3)(1 − y) dy/v.

Let ε = E_s/(eV). The normal speed is v = √[2eV(ε + y^(4/3))/M], and at the wall v_w = √[2eV(1 + ε)/M]. Dividing by M v_w gives

tan θ = (2α/3)∫₀¹ y^(1/3)(1 − y) dy/√[(ε + y^(4/3))(1 + ε)].

When eV is much larger than E_s, ε tends to zero and the integral becomes

∫₀¹ [y^(−1/3) − y^(2/3)] dy = 3/2 − 3/5 = 9/10.

The tilt therefore tends to tan θ = 3α/5, independent of voltage as long as the slope α is fixed. The transverse force grows as V and the crossing time falls as 1/√V, so the transverse impulse grows as √V, just like the normal speed.

For α = 0.02 the limiting tangent is 0.012. Numerical integration of the two-dimensional equations of motion gives 0.00982 at 100 V and 0.01085 at 400 V. For this entry direction, the tilt rises towards its limit as the entry energy becomes less important. Ions entering at right angles to the tilted sheath edge would bring a small transverse velocity with them. This adds α√[ε/(1 + ε)] to the tangent, giving about 0.0123 at 100 V and 0.0121 at 400 V, already close to the limit. The figures below keep entry along the wall normal.

To leading order in the small angles, this tilt adds to the random transverse motion without changing its spread. The spread about the mean direction still narrows with voltage, but the mean direction does not return to the wall normal. The rms tangent measured from the normal is the square root of the sum of the two squares:

100 V: √(0.0222² + 0.0098²) ≈ 0.024

400 V: √(0.0112² + 0.01085²) ≈ 0.016

Quadrupling the voltage now reduces it by a factor of about 1.6 instead of 2. At 400 V the field tilt is already nearly as large as the thermal spread, and with the slope α held fixed, a further increase in voltage reduces only the thermal part. In a discharge where the sheath thickens with voltage, the slope may change as well. If it grows, the tilt grows with it, and the rms tangent measured from the normal can even rise.
